# Does a Perfect Debye Loss Peak Prove Relaxation in the Sample?: test program

```python
# RESULT UNDER TEST: a lossless capacitor C = eps_s*C0 in series with a
# resistance R shows the apparent relative permittivity
#     eps = Y/(i w C0) = eps_s/(1 + i w tau),   tau = R*C,
# a Debye function with eps_inf = 0. A stray capacitance Cp across the
# terminals adds Cp/C0 and so supplies any eps_inf.
# Symbols: Y terminal admittance, w angular frequency, C0 empty-cell
# capacitance, eps = eps' - i eps'' with time factor exp(+i w t).
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar

pi = np.pi

# ---------- example inputs (SI inside the program) ----------
eps_s = 20.0
thickness = 10e-9
side = 100e-6
area = side**2
pd_resistivity = 20e-8
pd_thickness = 20e-9
lead_length, lead_width = 500e-6, 100e-6
C_stray = 35e-12
V0 = 0.05

sheet_R = pd_resistivity / pd_thickness
R = sheet_R * lead_length / lead_width
C0 = const.epsilon_0 * area / thickness
C = eps_s * C0
tau = R * C
f_peak = 1 / (2 * pi * tau)


def circuit_eps(f, R=R, C=C, C0=C0, Cp=0.0, L=0.0, G=0.0):
    """Apparent permittivity from nodal analysis with a unit drive current."""
    w = 2 * pi * f
    y_lead = 1 / (R + 1j * w * L)
    matrix = np.array([[y_lead + 1j * w * Cp, -y_lead],
                       [-y_lead, y_lead + 1j * w * C + G]])
    v_terminal = np.linalg.solve(matrix, np.array([1.0, 0.0]))[0]
    return 1 / v_terminal / (1j * w * C0)


def material_eps(f, eps_inf, delta, tau_m):
    """Debye material: Fourier integral of its decaying response."""
    x = 2 * pi * f * tau_m
    re = quad(lambda u: np.exp(-u), 0, 50, weight='cos', wvar=x)[0]
    im = quad(lambda u: np.exp(-u), 0, 50, weight='sin', wvar=x)[0]
    return eps_inf + delta * (re - 1j * im)


def find_peak(eps_function, lo=5.0, hi=10.0):
    """Frequency and height of the loss maximum, by numerical search."""
    res = minimize_scalar(lambda s: eps_function(10**s).imag,
                          bounds=(lo, hi), method='bounded',
                          options={'xatol': 1e-10})
    return 10**res.x, -res.fun


def close(a, b, rel):
    return abs(a - b) <= rel * abs(b)


# ---------- time-domain circuit against material, and the heat ----------
for x in (0.1, 1.0, 10.0):
    w = x / tau
    period = 2 * pi / w
    start = np.ceil(30 * tau / period) * period
    n = 400
    t = start + period * np.arange(n) / n
    sol = solve_ivp(lambda s, q: (V0 * np.cos(w * s) - q / C) / R,
                    (0, start + period), [0.0], method='DOP853', t_eval=t,
                    rtol=1e-10, atol=1e-22, max_step=period / 40)
    q = sol.y[0]
    eps_time = 2 * np.mean(q * np.exp(-1j * w * t)) / (C0 * V0)
    assert close(eps_time, material_eps(w / (2 * pi), 0, eps_s, tau), 1e-6)
    current = (V0 * np.cos(w * t) - q / C) / R
    heat = R * np.mean(current**2) * period
    loss_formula = eps_s * x / (1 + x * x)
    assert close(heat, pi * C0 * loss_formula * V0**2, 1e-6)
    if x == 1.0:
        heat_peak, power_peak = heat, heat / period

# ---------- nodal circuit against material, with and without stray C ----
eps_inf_twin = C_stray / C0
for x in (0.01, 0.3, 1.0, 4.0, 30.0):
    f = x * f_peak
    assert close(circuit_eps(f), material_eps(f, 0, eps_s, tau), 1e-8)
    assert close(circuit_eps(f, Cp=C_stray),
                 material_eps(f, eps_inf_twin, eps_s, tau), 1e-8)

# ---------- peak position, height and width ----------
f_found, h_found = find_peak(circuit_eps)
assert close(f_found, f_peak, 1e-5) and close(h_found, eps_s / 2, 1e-8)
half = lambda f: -circuit_eps(f).imag - h_found / 2
f_low = brentq(half, f_found / 100, f_found)
f_high = brentq(half, f_found, f_found * 100)
width_ratio = f_high / f_low
assert close(width_ratio, (2 + np.sqrt(3))**2, 1e-6)
e1 = circuit_eps(1e6)
tan_1MHz = -e1.imag / e1.real
assert close(tan_1MHz, 2 * pi * 1e6 * R * C, 1e-8)

# ---------- signs of the series resistance ----------
f_below_one = brentq(lambda f: circuit_eps(f).real - 1, f_peak, 100 * f_peak)
assert close(f_below_one, f_peak * np.sqrt(eps_s - 1), 1e-8)


def real_Z(eps, f):
    return (1 / (2j * pi * f * C0 * eps)).real


for x in (0.1, 1.0, 10.0):
    assert close(real_Z(circuit_eps(x * f_peak), x * f_peak), R, 1e-7)
twin_Z = [real_Z(circuit_eps(x * f_peak, Cp=C_stray), x * f_peak)
          for x in (0.1, 10.0)]
for x, z in zip((0.1, 10.0), twin_Z):
    total = eps_s + eps_inf_twin
    assert close(z, eps_s * tau / C0 / (total**2 + (eps_inf_twin * x)**2),
                 1e-7)

# ---------- geometry: fixed lead, and areal contact resistance ----------
f_thick, h_thick = find_peak(lambda f: circuit_eps(f, C=C / 2, C0=C0 / 2))
f_wide, _ = find_peak(lambda f: circuit_eps(f, C=2 * C, C0=2 * C0))
f_contact, _ = find_peak(
    lambda f: circuit_eps(f, R=R / 2, C=2 * C, C0=2 * C0))
assert close(f_thick, 2 * f_peak, 1e-5) and close(h_thick, eps_s / 2, 1e-8)
assert close(f_wide, f_peak / 2, 1e-5)
assert close(f_contact, f_peak, 1e-5)

# ---------- correction of the lead, complete and incomplete ----------


def corrected_eps(f, R_removed):
    w = 2 * pi * f
    Z = 1 / (1j * w * C0 * circuit_eps(f))
    return 1 / (1j * w * C0 * (Z - R_removed))


assert abs(corrected_eps(3 * f_peak, R) - eps_s) < 1e-6
R_removed = 0.9 * R
f_left, h_left = find_peak(lambda f: corrected_eps(f, R_removed))
assert close(f_left, 1 / (2 * pi * (R - R_removed) * C), 1e-5)
assert close(h_left, eps_s / 2, 1e-6)

# ---------- neglected: resistance spread under the plate ----------
plate_R = sheet_R  # a square plate fed along one edge


def plate_Z(f):
    g = np.sqrt(2j * pi * f * plate_R * C)
    return plate_R / (g * np.tanh(g))


def ladder_Z(f, n=400):
    r, c = plate_R / n, C / n
    y_next = 0.0
    for _ in range(n):
        z = r / 2 + 1 / (2j * pi * f * c + y_next)
        y_next = 1 / (z + r / 2)
    return z


for x in (1.0, 10.0):
    assert close(ladder_Z(x * f_peak), plate_Z(x * f_peak), 1e-4)
f_dist, h_dist = find_peak(
    lambda f: 1 / (2j * pi * f * C0 * (R + plate_Z(f))), 6.0, 9.0)
assert close(f_dist, 1 / (2 * pi * (R + plate_R / 3) * C), 5e-3)
assert close(h_dist, eps_s / 2, 5e-3)

# ---------- neglected: inductance, own loss, leakage, tunnelling ----------
L = 1e-9
f_res = brentq(lambda f: circuit_eps(f, L=L).real, 2e8, 8e8)
assert close(f_res, 1 / (2 * pi * np.sqrt(L * C)), 1e-6)
h_induct = -circuit_eps(f_peak, L=L).imag
own_tan = 0.01
C_lossy = C * (1 - 1j * own_tan)
h_lossy = -circuit_eps(f_peak, C=C_lossy).imag
e_lossy = circuit_eps(1e6, C=C_lossy)
tan_lossy = -e_lossy.imag / e_lossy.real
oxide_resistivity = 1e10
G_leak = area / (oxide_resistivity * thickness)
leak_ratio = G_leak / (2 * pi * f_peak * C)
barrier_eV, mass_ratio, k_fermi = 1.0, 0.2, 1e10
kappa = np.sqrt(2 * mass_ratio * const.m_e * barrier_eV * const.e) / const.hbar
modes = area * k_fermi**2 / (4 * pi)
G_tunnel = 2 * const.e**2 / const.h * modes * np.exp(-2 * kappa * thickness)
tunnel_ratio = G_tunnel / (2 * pi * f_peak * C)
field = V0 / thickness / 1e8
breakdown = 4.0
skin = np.sqrt(2 * pd_resistivity / (2 * pi * f_peak * const.mu_0))
assert skin > 100 * pd_thickness and leak_ratio < 1e-4 and tunnel_ratio < 1e-4

# ---------- temperature: metal lead against activated relaxation ----------
T1, T2, temp_coeff, activation = 300.0, 350.0, 0.003, 0.3
f_hot, _ = find_peak(lambda f: circuit_eps(f, R=R * (1 + temp_coeff * (T2 - T1))))
metal_factor = f_hot / f_found
active_factor = np.exp(activation * const.e / const.k * (1 / T1 - 1 / T2))
assert metal_factor < 1 < active_factor

# ---------- printed numbers ----------
print(f"oxide: eps_s {eps_s:.0f}, thickness {thickness*1e9:.0f} nm, side {side*1e6:.0f} um")
print(f"Pd film: {pd_resistivity*1e8:.0f} uOhm cm, thickness {pd_thickness*1e9:.0f} nm")
print(f"Pd strip: length {lead_length*1e6:.0f} um, width {lead_width*1e6:.0f} um")
print(f"sheet resistance {sheet_R:.1f} Ohm per square")
print(f"lead resistance R {R:.1f} Ohm")
print(f"empty-cell capacitance C0 {C0*1e12:.3f} pF")
print(f"sample capacitance C {C*1e12:.1f} pF")
print(f"time constant RC {tau*1e9:.3f} ns")
print(f"loss peak frequency, found {f_found/1e6:.2f} MHz")
print(f"loss peak frequency, formula {f_peak/1e6:.2f} MHz")
print(f"loss peak height, found {h_found:.3f}")
print(f"half-height frequencies {f_low/1e6:.2f} and {f_high/1e6:.2f} MHz")
print(f"width: ratio {width_ratio:.2f}, decades {np.log10(width_ratio):.3f}")
print("f (MHz), eps', eps'' bare; eps', eps'' with stray C:")
for f in (1e6, 5e6, f_peak, 50e6, 100e6):
    a, b = circuit_eps(f), circuit_eps(f, Cp=C_stray)
    print(f"  {f/1e6:7.2f} {a.real:7.3f} {-a.imag:7.3f} {b.real:7.3f} {-b.imag:7.3f}")
print(f"apparent tan delta at 1 MHz {tan_1MHz:.4f}")
print(f"eps' falls below 1 above {f_below_one/1e6:.1f} MHz (bare)")
print(f"stray C {C_stray*1e12:.0f} pF gives eps_inf {eps_inf_twin:.3f}")
print(f"static apparent eps with stray C {eps_s+eps_inf_twin:.3f}")
print(f"Re Z with stray C at 0.1 and 10 f_peak: {twin_Z[0]:.2f}, {twin_Z[1]:.2f} Ohm")
print(f"test amplitude {V0*1e3:.0f} mV")
print(f"heat in lead per cycle at peak {heat_peak*1e12:.4f} pJ")
print(f"mean power in lead at peak {power_peak*1e6:.2f} uW")
print(f"peak, double thickness {f_thick/1e6:.2f} MHz")
print(f"peak, double area, fixed lead {f_wide/1e6:.2f} MHz")
print(f"peak, double area, areal contact R {f_contact/1e6:.2f} MHz")
print(f"after removing {R_removed:.1f} Ohm: peak {f_left/1e6:.1f} MHz, height {h_left:.3f}")
print(f"R spread under plate: peak {f_dist/1e6:.2f} MHz, height {h_dist:.3f}")
print(f"inductance {L*1e9:.1f} nH: eps'' at f_peak {h_induct:.3f}")
print(f"series resonance, eps' changes sign {f_res/1e6:.0f} MHz")
print(f"own tan delta {own_tan:.2f}: eps'' at f_peak {h_lossy:.4f}")
print(f"total tan delta at 1 MHz with own loss {tan_lossy:.4f}")
print(f"oxide resistivity {oxide_resistivity*100:.0e} Ohm cm")
print(f"leakage/capacitive current at f_peak {leak_ratio:.1e}")
print(f"tunnel barrier {barrier_eV:.1f} eV, mass {mass_ratio:.1f} m_e, k_F {k_fermi*1e-9:.0f} per nm")
print(f"tunnel/capacitive current, order {tunnel_ratio:.0e}")
print(f"field {field:.3f} MV/cm, rough breakdown {breakdown:.0f} MV/cm")
print(f"skin depth in Pd at f_peak {skin*1e6:.0f} um")
print(f"heating {T1:.0f} to {T2:.0f} K, lead coefficient {temp_coeff:.3f} per K")
print(f"peak frequency factor, metal lead {metal_factor:.3f}")
print(f"peak frequency factor, activated {activation:.1f} eV {active_factor:.2f}")
print("checks complete")
```

It prints:

```
oxide: eps_s 20, thickness 10 nm, side 100 um
Pd film: 20 uOhm cm, thickness 20 nm
Pd strip: length 500 um, width 100 um
sheet resistance 10.0 Ohm per square
lead resistance R 50.0 Ohm
empty-cell capacitance C0 8.854 pF
sample capacitance C 177.1 pF
time constant RC 8.854 ns
loss peak frequency, found 17.98 MHz
loss peak frequency, formula 17.98 MHz
loss peak height, found 10.000
half-height frequencies 4.82 and 67.08 MHz
width: ratio 13.93, decades 1.144
f (MHz), eps', eps'' bare; eps', eps'' with stray C:
     1.00  19.938   1.109  23.891   1.109
     5.00  18.564   5.164  22.517   5.164
    17.98  10.000  10.000  13.953  10.000
    50.00   2.289   6.367   6.242   6.367
   100.00   0.626   3.482   4.579   3.482
apparent tan delta at 1 MHz 0.0556
eps' falls below 1 above 78.4 MHz (bare)
stray C 35 pF gives eps_inf 3.953
static apparent eps with stray C 23.953
Re Z with stray C at 0.1 and 10 f_peak: 34.85, 9.36 Ohm
test amplitude 50 mV
heat in lead per cycle at peak 0.6954 pJ
mean power in lead at peak 12.50 uW
peak, double thickness 35.95 MHz
peak, double area, fixed lead 8.99 MHz
peak, double area, areal contact R 17.98 MHz
after removing 45.0 Ohm: peak 179.8 MHz, height 10.000
R spread under plate: peak 16.84 MHz, height 9.992
inductance 1.0 nH: eps'' at f_peak 10.023
series resonance, eps' changes sign 378 MHz
own tan delta 0.01: eps'' at f_peak 10.0005
total tan delta at 1 MHz with own loss 0.0656
oxide resistivity 1e+12 Ohm cm
leakage/capacitive current at f_peak 5.0e-09
tunnel barrier 1.0 eV, mass 0.2 m_e, k_F 10 per nm
tunnel/capacitive current, order 4e-12
field 0.050 MV/cm, rough breakdown 4 MV/cm
skin depth in Pd at f_peak 53 um
heating 300 to 350 K, lead coefficient 0.003 per K
peak frequency factor, metal lead 0.870
peak frequency factor, activated 0.3 eV 5.25
checks complete
```
